# Relaxation energy of surface-stress maps and the logarithm of stripes

## One cosine

Let an isotropic elastic solid, with Young's modulus $E$ and Poisson ratio $\nu$, fill $z>0$. Its flat surface carries the isotropic surface stress

$$\tau(x)=\tau_0\cos kx,\qquad k>0 .$$

Isotropic means that the surface stress tensor is $\tau$ times the in-plane unit tensor. A small surface strain then costs the work $\tau\theta$ per area, where $\theta=\partial_xu_x+\partial_yu_y$ is the surface dilation and $\mathbf u$ the displacement. With $\langle\cdot\rangle$ the average over the surface, the energy per area is

$$U[\mathbf u]=Q[\mathbf u]+\langle\tau\theta\rangle ,$$

where $Q$ is the strain energy of the bulk, quadratic in $\mathbf u$. Energies are counted from the unrelaxed surface, $\mathbf u=0$.

Two facts follow at once. Integration by parts over a period gives $\langle\tau\theta\rangle=-\langle\mathbf u\cdot\nabla\tau\rangle$, so the surface stress loads the solid with a tangential force per area $\mathbf f=\nabla\tau$. Next, scale the equilibrium displacement by a number $s$. The energy becomes $s^2Q+s\langle\tau\theta\rangle$ and must be stationary at $s=1$, so $2Q=-\langle\tau\theta\rangle$ and the relaxation energy is

$$W=\tfrac12\langle\tau\theta\rangle .$$

It remains to find $\theta$. Nothing varies along $y$ and no force acts along $y$, so this is plane strain. Stresses derived from an Airy function $\chi$,

$$\sigma_{xx}=\partial_z^2\chi,\quad \sigma_{zz}=\partial_x^2\chi,\quad \sigma_{xz}=-\partial_x\partial_z\chi ,$$

satisfy force balance identically. They come from a displacement field if $\nabla^4\chi=0$. Try

$$\chi=Bz\,e^{-kz}\cos kx .$$

Its Laplacian is $-2kBe^{-kz}\cos kx$, which is harmonic, so the condition holds. The stresses are

$$\sigma_{zz}=-k^2Bz\,e^{-kz}\cos kx,\qquad
\sigma_{xz}=kB(1-kz)e^{-kz}\sin kx,$$
$$\sigma_{xx}=B(k^2z-2k)e^{-kz}\cos kx .$$

The normal stress vanishes at $z=0$, as it must on a flat surface without normal load. The outward normal is $-\hat z$, so the tangential traction on the solid is $-\sigma_{xz}(0)=-kB\sin kx$. It must equal $\partial_x\tau=-k\tau_0\sin kx$, hence $B=\tau_0$ and $\sigma_{xx}(0)=-2k\tau_0\cos kx$.

Plane strain requires $\varepsilon_{yy}=0$, so at the surface $\sigma_{yy}=\nu\sigma_{xx}$, and Hooke's law gives

$$\theta=\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}=\frac{1-\nu^2}{E}\sigma_{xx}
=-\frac{2(1-\nu^2)k}{E}\,\tau_0\cos kx .$$

The surface contracts where its stress is more tensile. Since $\langle\cos^2kx\rangle=\tfrac12$,

$$W=-\frac{(1-\nu^2)k}{2E}\,\tau_0^2 .$$

Short waves relax more energy than long ones of the same amplitude. This will cause the trouble below.

## From one cosine to a map

Write a periodic map as $\tau(\mathbf r)=\sum_{\mathbf k}\tau_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. The force $\nabla\tau$ of each mode is parallel to its $\mathbf k$, and the solid is isotropic, so every mode is the problem just solved, turned to its own direction:

$$\theta_{\mathbf k}=-\frac{2(1-\nu^2)|\mathbf k|}{E}\,\tau_{\mathbf k}.$$

In the average $\tfrac12\langle\tau\theta\rangle$, products of different modes vanish, which leaves $\tfrac12\sum_{\mathbf k}\tau_{\mathbf k}^*\theta_{\mathbf k}$, or

$$W=-\frac{1-\nu^2}{E}\sum_{\mathbf k}|\mathbf k|\,|\tau_{\mathbf k}|^2 .\tag{1}$$

The sum runs over both signs of $\mathbf k$. For the cosine, $\tau_{\pm k}=\tau_0/2$, so $\sum|\tau_{\mathbf k}|^2=\tau_0^2/2$ and the earlier result returns. The mean of $\tau$ has zero weight: it exerts no force on a laterally uniform surface.

The scheme is therefore short. Sample $\tau$ on a grid, take the discrete Fourier transform, divide by the number of grid points, square the moduli, multiply by $-(1-\nu^2)|\mathbf k|/E$ with signed wave numbers, and add.

The weight was tested by minimizing the energy with finite elements in depth, for $\nu=0$, $0.2$ and $0.45$ and an oblique wave vector. The largest relative error was $2.5\times10^{-6}$, and it fell about sixteenfold when the elements were halved.

A two-dimensional case can be done by hand. For one dot $\tau=e^{-r^2/2}$ (unit height and width, $E=1$), the Fourier transform is $2\pi e^{-k^2/2}$, and the sum becomes an integral for the total energy:

$$-(1-\nu^2)\int\frac{d^2k}{(2\pi)^2}\,k\,(2\pi)^2e^{-k^2}
=-(1-\nu^2)\,2\pi\int_0^\infty k^2e^{-k^2}dk=-(1-\nu^2)\frac{\pi^{3/2}}{2}.$$

At $\nu=0.3$ this is $-2.5336$. A real-space integral over the response to point forces gives the same value. The grid scheme in a square cell of side 40 gives $-2.5328$, a relative difference of $3\times10^{-4}$. It comes from the repulsion between periodic copies of the dot, which varies as the inverse cube of their distance: doubling the side of the cell reduces the difference eightfold.

## What goes wrong with stripes

Now let stripes with surface stress higher by $D$ cover a fraction $\phi$ of the surface, with period $L$. The obvious map gives each pixel one of two values. For $L=50$ nm, $\phi=0.4$ and the material values introduced below, the scheme returns

- $-4.320\times10^{-3}$ eV/nm² with 640 pixels per period,
- $-4.717\times10^{-3}$ eV/nm² with 1280 pixels.

A finer grid does not cure this. A sharp stripe centred at the origin has $\tau_n=D\sin(\pi n\phi)/(\pi n)$ at $k_n=2\pi n/L$. Equation (1), with a factor 2 for the two signs of $n$, gives

$$W=-\frac{1-\nu^2}{E}\,2\sum_{n\ge1}\frac{2\pi n}{L}\frac{D^2\sin^2(\pi n\phi)}{\pi^2n^2}
=-\frac{4C}{L}\sum_{n\ge1}\frac{\sin^2(\pi n\phi)}{n},$$
$$C=\frac{(1-\nu^2)D^2}{\pi E}.$$

Because $\sin^2$ averages to $\tfrac12$, the sum grows as half the logarithm of its upper limit. Doubling the number of pixels should lower $W$ by $(2C/L)\ln2$. With $2C=0.02866$ eV/nm this is $3.97\times10^{-4}$ eV/nm², the difference between the two values above.

The fault lies in the question put to the scheme: a perfectly sharp boundary has no finite relaxation energy in this model, whose surface has a stress but no elastic stiffness of its own. The pixel silently supplies a width. Matching the pixel energy to the smooth-boundary formula derived below gives an effective half-width of 0.052 pixel.

This can also spoil a scaling test. With a fixed number of pixels per period, all wave numbers scale as $1/L$ while the coefficients stay the same. Then $LW$ is constant and the logarithm disappears. With a fixed pixel size the logarithm survives, but its constant is set by the grid.

## Giving the boundary a width

The design needs one more input, the boundary profile. Its width matters, and so does its shape, as the last section shows. A convenient choice is to convolve the step with the Lorentzian $(a/\pi)/(x^2+a^2)$, whose Fourier transform is $e^{-|k|a}$. The slope of the profile then falls to half its maximum at distance $a$ from the centre.

For a periodic map this can be built in real space. Define

$$P(x)=\frac1\pi\arctan\!\left[\coth\frac{\pi a}{L}\,\tan\frac{\pi x}{L}\right],$$

continued smoothly from one branch to the next, so that $P$ rises by 1 per period. Its derivative is

$$P'(x)=\frac1L\,\frac{\sinh(2\pi a/L)}{\cosh(2\pi a/L)-\cos(2\pi x/L)}
=\frac1L\sum_n e^{-2\pi|n|a/L}e^{2\pi inx/L},$$

where the second form is a geometric series. This is the periodic Lorentzian, so the smoothed stripe is

$$\tau(x)=D\,[P(x+\phi L/2)-P(x-\phi L/2)] .$$

Each $|\tau_n|^2$ acquires the factor $q^n$ with $q=e^{-4\pi a/L}$, and the sum now converges. Write $\sin^2(\pi n\phi)=\tfrac12[1-\cos n\alpha]$ with $\alpha=2\pi\phi$. The series $\sum_{n\ge1}w^n/n=-\ln(1-w)$, taken at $w=q$ and, as a real part, at $w=qe^{i\alpha}$, gives

$$\sum_{n\ge1}\frac{q^n\sin^2(\pi n\phi)}{n}
=\frac12\Big[-\ln(1-q)+\tfrac12\ln(1-2q\cos\alpha+q^2)\Big]
=\frac14\ln\frac{1-2q\cos\alpha+q^2}{(1-q)^2}.$$

The numerator equals $(1-q)^2+2q(1-\cos\alpha)=(1-q)^2+4q\sin^2\pi\phi$. Also $(1-q)/(2\sqrt q)=\sinh(2\pi a/L)$. Therefore

$$W=-\frac CL\ln\!\left[1+\frac{\sin^2\pi\phi}{\sinh^2(2\pi a/L)}\right].\tag{2}$$

The scheme applied to real-space maps reproduces (2) to rounding error for $\phi=0.1$, $0.4$, $0.5$ and $L/a=10$, $100$, $1000$. Stripes laid diagonally across a square cell, with $L=50a$ and $\phi=0.4$, agree to better than one part in a million, so direction does not matter.

The grid must resolve $a$. At $L=58$ nm and $a=0.4$ nm, 256 points per period put the spacing at 0.23 nm, and $W$ differs from its 2048-point value by a relative $2\times10^{-6}$.

## Testing the logarithm

Let $x=2\pi a/L$ and $s=\sin\pi\phi$. For $x\ll s$,

$$\ln\!\left(1+\frac{s^2}{\sinh^2x}\right)=2\ln\frac sx+x^2\left(\frac1{s^2}-\frac13\right)+\dots$$

The term $x^2/s^2$ comes from the 1 in the bracket, and $-x^2/3$ from $\sinh x=x(1+x^2/6+\dots)$. To leading order,

$$W\simeq-\frac{2C}{L}\ln\frac{L}{L_0},\qquad L_0=\frac{2\pi a}{\sin\pi\phi}.\tag{3}$$

The condition $x\ll s$ means that both kinds of stripe are much wider than $a$. It is $LW$, not $W$, that is linear in $\ln L$, at fixed $a$, $\phi$ and $D$. For $\phi=0.4$ the scheme gives:

| $L/a$ | $-LW/2C$ | $\ln(L/L_0)$ |
|---|---|---|
| 10 | 0.551 | 0.415 |
| 30 | 1.530 | 1.513 |
| 100 | 2.719 | 2.717 |
| 1000 | 5.020 | 5.020 |

At $L=10a$ the logarithm falls short by a quarter of the energy; at $L=30a$, by about 1%. Half the correction term above predicts a gap of 0.0015 at $L=100a$, as found.

The slope is best taken from two long periods, because the difference removes the constant $\ln L_0$. From $L=1600a$ and $3200a$, with the material values below, $-LW$ rises by 0.028658 eV/nm per unit of $\ln L$, against $2C=0.028659$ eV/nm.

The origin of the logarithm shows in the strain near a single boundary at $x=0$, with the higher stress at $x>0$. There $\tau_k=De^{-|k|a}/(ik)$ for $k\neq0$, so $|k|\tau_k=-iD\,\mathrm{sgn}(k)\,e^{-|k|a}$, and transforming back,

$$\theta(x)=-\frac{2(1-\nu^2)D}{\pi E}\int_0^\infty e^{-ka}\sin kx\,dk
=-\frac{2(1-\nu^2)D}{\pi E}\,\frac{x}{x^2+a^2}.$$

The strain falls off as $1/x$. In $\tfrac12\langle\tau\theta\rangle$ equal ratios of distance therefore contribute equally, as long as the distance is well above $a$ and well below that to the next boundary. This is the logarithm.

## Choosing a period

Let each boundary cost an energy $\beta$ per length. There are two per period, so in the regime of (3)

$$F=\frac{2\beta}{L}+W=\frac2L\left[\beta-C\ln\frac L{L_0}\right],\qquad
\frac{dF}{dL}=-\frac2{L^2}\left[\beta+C-C\ln\frac L{L_0}\right].$$

The derivative changes from negative to positive at

$$L^*=L_0\,e^{1+\beta/C},\qquad F^*=-\frac{2C}{L^*},\tag{4}$$

so this is a minimum. It is shallow towards long periods: inserting $2L^*$ gives $F/F^*=(1+\ln2)/2=0.85$, while $L^*/2$ gives $2(1-\ln2)=0.61$. A doubled period loses only 15% of the energy gain, a halved one 39%, so a surface whose period is too long has little driving force to refine it.

For an example, take two coexisting phases on Ge(111). Both phases are assumed to have threefold symmetry, which makes their surface stress isotropic, as the scheme requires. The inputs are rough values for this regime, not data for a particular pair of phases:

- elastic constants $C_{11},C_{12},C_{44}=130,48,67$ GPa, whose Voigt–Reuss–Hill average gives $E=132.7$ GPa and $\nu=0.206$;
- $D=1$ N/m $=6.242$ eV/nm², $a=0.4$ nm, $\beta=0.03$ eV/nm, $\phi=0.4$.

Since 1 N/m equals 1 GPa nm, $D/E=(1/132.7)$ nm, and

$$C=\frac{(1-0.206^2)\times6.242}{\pi\times132.7}\ \text{eV/nm}=0.0143\ \text{eV/nm},\qquad \frac\beta C=2.09 .$$

With $L_0=2\pi(0.4\ \text{nm})/\sin(0.4\pi)=2.643$ nm and one more digit in $\beta/C=2.094$, equation (4) gives $L^*=2.643\,e^{3.094}$ nm, about 58.3 nm. Direct minimization with the Fourier scheme gives 58.2 nm. These digits belong to the rounded constants above: $C_{11},C_{12},C_{44}=128.9,48.3,67.1$ GPa give 57.6 nm, and $126,44,67.7$ GPa give 56.7 nm.

The small difference is the correction term. Add $g=\tfrac12x^2(1/s^2-1/3)$, which varies as $L^{-2}$, to $\ln(L/L_0)$ in $F$. The stationary condition becomes $\ln(L/L_0)=1+\beta/C-3g$. Here $g=7\times10^{-4}$, which shortens the period by 0.2%.

At the minimum the boundaries cost $1.03\times10^{-3}$ eV/nm² and relaxation returns $1.52\times10^{-3}$ eV/nm². The net gain is $4.9\times10^{-4}$ eV/nm², or 0.079 mJ/m².

## What the model leaves out

**Surface elasticity.** Let the surface have its own modulus $S$, with energy $\tfrac12S\langle\theta^2\rangle$. Put $w=(1-\nu^2)|\mathbf k|/E$. Expressed through the dilation, the energy of a mode is $|\theta_{\mathbf k}|^2/(4w)+\mathrm{Re}(\tau_{\mathbf k}^*\theta_{\mathbf k})$, whose minimum is $-w|\tau_{\mathbf k}|^2$ at $\theta_{\mathbf k}=-2w\tau_{\mathbf k}$, as before. Adding $\tfrac12S|\theta_{\mathbf k}|^2$ replaces $1/(4w)$ by $1/(4w)+S/2$, and the minimum becomes

$$-\frac{w}{1+2wS}\,|\tau_{\mathbf k}|^2 .$$

The weight levels off once $1/|\mathbf k|$ falls below the length $\ell=2(1-\nu^2)S/E$, that is, at wavelengths below about $2\pi\ell$. For a rough $S=10$ N/m, $\ell$ is 0.14 nm, about a third of $a$, and the period rises to 68 nm, by 17%. Surface moduli can also be negative; the period then shortens (to about 53 nm for $S=-5$ N/m), and the formula holds only for $|\mathbf k||\ell|<1$. For sharp boundaries the logarithm would still diverge if $S=0$, but a positive $S$ makes the sum converge.

**Crystal anisotropy.** With the full cubic elastic tensor for the (111) face, sampled every 10° of stripe direction, the weight is 0.9993 to 0.9999 of the isotropic one, and the period moves by 0.1 nm or less. This closeness was computed for this face and this average of the constants; it should not be assumed for others.

**Large strain.** The single-boundary formula peaks at $|x|=a$ with $(1-\nu^2)D/(\pi Ea)=0.57\%$. The periodic map gives 0.58%. This is the dilation only. The shear strain $\varepsilon_{xz}$ at the centre of the boundary is larger, $(1+\nu)D/(\pi Ea)=0.72\%$, and the largest principal strain at the surface is about 0.8%. All are small enough for linear elasticity, although a continuum description at 0.4 nm is itself an approximation.

**Temperature.** A boundary of stiffness $\beta$ wandering between two neighbours a distance $L$ apart is, in its transfer operator, a particle in a box. Its lowest level is $\pi^2(k_BT)^2/(2\beta L^2)$ per length. Two boundaries per period give $\pi^2(k_BT)^2/(\beta L^3)$ per area. At 500 K this is $3.1\times10^{-6}$ eV/nm², 0.6% of $|F|$. But hard walls are not what confines the boundary here. Opposite steps in $\tau$ a distance $d$ apart interact with energy $-2C\ln d$ per length, equal steps with $+2C\ln d$. Summed over fixed straight neighbours, at fixed coverage, this gives a well of curvature

$$\kappa=2C\left(\frac\pi L\right)^2\left(\frac1{\sin^2\pi\phi}-\frac13\right),$$

whose lowest level, for a stiffness $\beta$, would be $\tfrac12k_BT\sqrt{\kappa/\beta}$ per length. Two boundaries per period would then cost $3.4\times10^{-5}$ eV/nm², eleven times the hard-wall value. Even this cannot be relied on. Elastic relaxation also favours bending, and for these numbers it outweighs $\beta$ for bending wavelengths above about 59 nm, whereas the wavelength set by the well, $2\pi\sqrt{\beta/\kappa}$, is 135 nm; the neighbours move too. The thermal shift of the period is therefore left open here, and it need not be small. Besides, $\beta$ itself should be the boundary free energy at that temperature.

**Comparison with a real surface.** The inputs matter more than most of these effects. Since $C\propto D^2$, the exponent in (4) is sensitive to the stress difference: with all else fixed, equation (4) gives 95 nm when $D$ is lowered by 10% and 41 nm when it is raised by 10% (40 nm by direct minimization). Lowering $D$ by 30% already gives about 515 nm, so rough inputs do not fix even the order of magnitude. The shape of the boundary profile matters as well, because it changes $L_0$: if the step is smoothed with a Gaussian instead of a Lorentzian, with its slope again at half maximum 0.4 nm from the centre, the period is 19 nm instead of 58 nm. For real phases on Ge(111), $D$, $\beta$ and the boundary profile would have to be known well before a period could be predicted; the 58 nm only illustrates the method. If the two phases differ in work function, their surface dipoles add an electrostatic energy with the same logarithmic dependence on the period, which is not included here. Phase boundaries that coincide with atomic steps also break the assumption of a flat surface, and that effect is not sized here. The solid must be much thicker than $L/2\pi$, about 9 nm, the depth over which the longest mode decays; an ordinary wafer satisfies this easily. The numerical output lists the main computed values.

## Values computed for the example and the checks

```
largest relative error, mode energy, 80 elements: 4.0e-05
largest relative error, mode energy, 160 elements: 2.5e-06
error ratio, 80 to 160 elements: 15.84 to 15.92
Gaussian dot, E=1, nu=0.3, unit width and height: FFT -2.53278, point-force -2.53359
largest relative error, stripe formula vs FFT: 1.6e-15
elastic constants C11, C12, C44: 130, 48, 67 GPa
averaged Young's modulus E: 132.7 GPa
averaged Poisson ratio nu: 0.206
stress difference D: 1.0 N/m = 6.242 eV/nm^2
boundary half-width a: 0.4 nm
boundary energy beta: 0.030 eV/nm
stripe fraction phi: 0.4
elastic line energy C: 0.01433 eV/nm
ratio beta/C: 2.094
length 2 pi a/sin(pi phi): 2.643 nm
L/a, then -L W/(2C) from FFT, then its logarithmic form:
     10  0.5513  0.4145
     30  1.5299  1.5131
    100  2.7186  2.7171
    300  3.8159  3.8157
   1000  5.0197  5.0197
slope of -L W against ln L, from maps: 0.028658 eV/nm
predicted slope 2C: 0.028659 eV/nm
sharp map, L = 50 nm, 640 pixels: W = -4.3199e-03 eV/nm^2
sharp map, L = 50 nm, 1280 pixels: W = -4.7172e-03 eV/nm^2
effective a of a sharp map: 0.0516 pixel
preferred period, formula: 58.29 nm
preferred period, FFT minimization: 58.16 nm
relaxation energy W there: -1.5236e-03 eV/nm^2
boundary cost 2 beta/L there: 1.0316e-03 eV/nm^2
total F there, FFT: -4.9203e-04 eV/nm^2 = -0.0788 mJ/m^2
total F there, formula: -4.9168e-04 eV/nm^2
F at twice the period / F at minimum: 0.847
FFT grid shift of W, 256 against 2048 points: 2.0e-06
Ge(111) weight / isotropic weight: 0.9993 to 0.9999
mesh shift of Ge(111) weight, 80 against 160 elements: -1.2e-05
period with cubic anisotropy: 58.30 to 58.37 nm
surface elastic modulus S: 10 N/m
surface elastic length 2(1-nu^2)S/E: 0.144 nm
period with surface elasticity: 67.95 nm
peak surface strain: 0.582 %
temperature: 500 K, kT = 0.0431 eV
wandering free energy, formula: 3.104e-06 eV/nm^2
wandering free energy, transfer matrix: 3.070e-06 eV/nm^2
wandering / |F|: 0.63 %
period for D lower by 10%: 95.25 nm
period for D higher by 10%: 40.53 nm
```
